# Vacuum polarization in NRQED and the Darwin coefficient

**Setting.** An electron of charge \(-e\) and mass \(m\) is bound to a fixed point nucleus of charge \(Ze\). Its momenta are far below \(m\), so it can be described by nonrelativistic QED. Virtual electron-positron pairs then appear through local operators. The problem is to find the leading one in the photon sector, and to see how it can be exchanged for a change in the electron's own coupling.

Units are natural, \(\hbar=c=1\), with \(e^2=4\pi\alpha\) and metric \((+,-,-,-)\). Let \(J=J_e+J_N\) be the sum of the electron and nuclear currents. The Lagrangian density contains

\[
\mathcal L=-\tfrac14F_{\mu\nu}F^{\mu\nu}+\frac{d_2}{m^2}F_{\mu\nu}\partial^2F^{\mu\nu}-J^\mu A_\mu+\mathcal L_D ,
\]
\[
\mathcal L_D=-\frac{c_D\,e}{8m^2}\,\psi^\dagger\psi\,\nabla\!\cdot\!\mathbf E .
\]

The last term is the Darwin term, with \(c_D=1\) at tree level. Wherever the local operator is used, the work is of first order in \(d_2\), which is itself of order \(\alpha\); part (g) compares the result with the full one-loop function.

## (a) The one-loop polarization function

**Question.** Integrate out the electron loop in Euclidean space. Find the correction to the photon kinetic term, with \(e\) defined as the charge measured at zero momentum transfer.

**Solution.** The Euclidean fermion action is \(\bar\psi[\gamma\cdot(\partial+ieA)+m]\psi\), up to the sign of \(e\), which drops out here. Integrating out the fermions gives the action \(-\mathrm{Tr}\ln(1+G\,ie\gamma\!\cdot\!A)\), where

\[
G(k)=\frac{-i\gamma\cdot k+m}{k^2+m^2}.
\]

Since \(-\ln(1+X)=-X+\tfrac12X^2-\dots\), the quadratic part is \(-\tfrac{e^2}{2}\mathrm{Tr}(G\gamma\!\cdot\!A\,G\gamma\!\cdot\!A)\). Written as \(\tfrac12A_\mu P_{\mu\nu}A_\nu\), it has the kernel

\[
P_{\mu\nu}(Q)=-e^2\!\int\!\frac{d^4k}{(2\pi)^4}\,\mathrm{tr}[\gamma_\mu G(k)\gamma_\nu G(k+Q)] .
\]

Take \(Q\) along axis 4 and \(\mu=\nu=1\), a transverse component. The trace of the numerators is \(4[m^2+k\cdot(k+Q)-2k_1^2]\). The two denominators are joined by

\[
\frac1{AB}=\int_0^1\!\frac{dx}{[(1-x)A+xB]^2}.
\]

With \(l=k+xQ\) the combined denominator is \((l^2+\Delta)^2\), where \(\Delta=m^2+x(1-x)Q^2\). In the numerator,

\[
k\cdot(k+Q)=l^2+(1-2x)\,l\cdot Q-x(1-x)Q^2 .
\]

The term odd in \(l\) integrates to zero, and \(l_1^2\) averages to \(l^2/4\). Using \(x(1-x)Q^2=\Delta-m^2\), the bracket becomes \(\tfrac12l^2+2m^2-\Delta\).

The integral diverges quadratically. Shifting its variable can therefore change it by a polynomial in \(Q\) of degree at most two, as dimensional counting shows. Such a polynomial is fixed separately below. With \(s=l^2\), the measure is \(s\,ds/(16\pi^2)\). For a large cutoff \(s<\Lambda^2\), and \(L=\ln(\Lambda^2/\Delta)\),

\[
\int\!\frac{s\,ds}{(s+\Delta)^2}=L-1,\qquad
\int\!\frac{s^2\,ds}{(s+\Delta)^2}=\Lambda^2-2\Delta L+\Delta .
\]

Half the second plus \((2m^2-\Delta)\) times the first is

\[
\tfrac12\Lambda^2+2(m^2-\Delta)L+\tfrac32\Delta-2m^2 .
\]

The logarithm is multiplied by \(-2x(1-x)Q^2\); the rest is a polynomial of degree two in \(Q\). A constant would be a photon mass, which gauge invariance forbids. A term in \(Q^2\) rescales the photon field and is absorbed in the measured charge. Subtracting both leaves \(2x(1-x)Q^2\ln(\Delta/m^2)\). Restoring the factors \(-4\pi\alpha\), \(4\) and \(1/(16\pi^2)\),

\[
P_\perp=-Q^2\,\Pi(Q^2),
\]
\[
\Pi(Q^2)=\frac{2\alpha}{\pi}\int_0^1\!dx\,x(1-x)\ln\!\left[1+x(1-x)\frac{Q^2}{m^2}\right].
\]

The photon kinetic factor is thus \(Q^2(1-\Pi)\), and exchange between charges is strengthened as \(Q\) grows.

## (b) Matching the photon operator

**Question.** Determine \(d_2\), and estimate where the local operator ceases to represent the loop.

**Solution.** Expand the logarithm. Since \(\int_0^1x^2(1-x)^2dx=1/30\) and \(\int_0^1x^3(1-x)^3dx=1/140\),

\[
\Pi(Q^2)=\frac{\alpha}{15\pi}\frac{Q^2}{m^2}-\frac{\alpha}{140\pi}\frac{Q^4}{m^4}+\dots
\]

For the operator, take a static potential \(A_0\) of wave vector \(\mathbf q\), for which \(Q^2=\mathbf q^2\). Gauge and Lorentz invariance make the same \(\Pi\) multiply the transverse and the static kinetic terms. Here \(F_{\mu\nu}F^{\mu\nu}=-2\mathbf E^2\), \(\partial^2=-\nabla^2\to q^2\), and \(|\mathbf E|^2=q^2|A_0|^2\). Hence

\[
-\tfrac14F^2+\frac{d_2}{m^2}F\partial^2F\;\to\;\tfrac12q^2\left(1-\frac{4d_2q^2}{m^2}\right)|A_0|^2 .
\]

Comparison with \(1-\Pi\) gives \(4d_2=\alpha/(15\pi)\), so

\[
d_2=\frac{\alpha}{60\pi}=3.871\times10^{-5}.
\]

In magnitude, the next term in \(\Pi\) is \(\tfrac{3}{28}Q^2/m^2\) times the first. At \(Q=m\) the first term gives \(\Pi/\alpha=1/(15\pi)=0.0212\), while the full function is \(0.0192\). At \(Q=3m\) the corresponding values are \(0.191\) and \(0.107\). The local operator is reliable for \(Q\ll m\) and poor at a few \(m\).

## (c) A redefinition built from the field alone

**Question.** Remove the \(d_2\) term by shifting \(A_\nu\) by a multiple of \(\partial^\lambda F_{\lambda\nu}\). How much does \(c_D\) change?

**Solution.** Put \(\varepsilon=d_2/m^2\) and \(j_\nu=\partial^\lambda F_{\lambda\nu}\). Taking the divergence of the Bianchi identity
\(\partial_\lambda F_{\mu\nu}+\partial_\mu F_{\nu\lambda}+\partial_\nu F_{\lambda\mu}=0\) gives

\[
\partial^2F_{\mu\nu}=\partial_\mu j_\nu-\partial_\nu j_\mu .
\]

Contract with \(F^{\mu\nu}\), use its antisymmetry, and integrate by parts, dropping boundary terms:

\[
F^{\mu\nu}\partial^2F_{\mu\nu}=2F^{\mu\nu}\partial_\mu j_\nu\;\to\;-2j^\nu j_\nu .
\]

The term to be removed is therefore \(-2\varepsilon j^2\). Under \(A_\nu\to A_\nu+a_\nu\), the Maxwell and source terms change to first order by

\[
-F^{\mu\nu}\partial_\mu a_\nu-J^\nu a_\nu\;\to\;(j^\nu-J^\nu)a_\nu .
\]

The choice \(a_\nu=2\varepsilon j_\nu\) produces \(+2\varepsilon j^2\), which cancels the operator. Changes in the operator itself are of order \(\varepsilon^2\). The Darwin term also contains the field; its change carries \(\varepsilon\) times its own \(1/m^2\), is therefore of order \(d_2/m^4\), and is dropped, since the shift of \(c_D\) is fixed at order \(d_2/m^2\). What remains is

\[
\mathcal L=-\tfrac14F^2-J\cdot A-2\varepsilon\,J\cdot j+\mathcal L_D .
\]

The shift \(a_\nu\) is gauge invariant, so gauge symmetry is kept. It is also linear in \(A\), so its Jacobian does not depend on the fields.

Now \(j_0=\partial_iF^{i0}=\nabla\cdot\mathbf E\), and the electron charge density is \(J_e^0=-e\psi^\dagger\psi\). The new electron term is \(+2\varepsilon e\,\psi^\dagger\psi\,\nabla\cdot\mathbf E\). Matching it to \(\mathcal L_D\) requires \(-\delta c_D/8=2d_2\), hence

\[
\delta c_D^{\text{(field only)}}=-16d_2=-\frac{4\alpha}{15\pi}=-6.194\times10^{-4}.
\]

The spatial electron current carries at least one factor \(1/m\), so its new terms begin at order \(1/m^3\).

This is not the whole effect on the atom. The current \(J\) also contains the nucleus, whose static coupling has changed from \(J_N^0A_0\) to \(J_N^0(1+2\varepsilon q^2)A_0\). In this form the nucleus has acquired a short-range charge structure, although no property of the nucleus was put in. Exchange between the two particles has the factor

\[
\frac{(1+2\varepsilon q^2)^2}{q^2}=\frac1{q^2}+4\varepsilon+O(\varepsilon^2),
\]

half of the contact term coming from each end.

## (d) Keeping the nuclear coupling unchanged

**Question.** Find a further shift of \(A_\nu\) that restores the original nuclear coupling without leaving an electron-nucleus contact term. What is \(\delta c_D\) now?

**Solution.** Add to the previous shift a term \(b_\nu\) built from the currents. To first order it changes the Lagrangian by \((j-J)\cdot b\), apart from the change of \(\mathcal L_D\), which is again of order \(d_2/m^4\) and is dropped. Restoring the nuclear coupling requires \(b\) to contain \(2\varepsilon J_N\), since \(j\cdot b\) then cancels \(-2\varepsilon J_N\cdot j\). The other part, \(-J\cdot b\), would contain the cross term \(-2\varepsilon J_e\cdot J_N\). A term \(-2\varepsilon J_e\) in \(b\) cancels it. So take

\[
b_\nu=2\varepsilon(J_N-J_e)_\nu .
\]

Its contribution, written out, is

\[
(j-J)\cdot b=2\varepsilon(J_N-J_e)\cdot j-2\varepsilon(J_N+J_e)\cdot(J_N-J_e).
\]

Adding \(-2\varepsilon(J_N+J_e)\cdot j\) from part (c), the terms in \(J_N\cdot j\) cancel and those in \(J_e\cdot j\) double:

\[
\mathcal L=-\tfrac14F^2-J\cdot A-4\varepsilon J_e\cdot j-2\varepsilon(J_N^2-J_e^2)+\mathcal L_D .
\]

For a fixed nucleus, \(J_N^2\) adds a constant to the energy, independent of the electron. At this order \(J_e^2\) reduces to \(e^2(\psi^\dagger\psi)^2\). After normal ordering it contains two annihilation operators and vanishes on a one-electron state; the ordering itself leaves a constant shift of the electron's rest energy, which is absorbed in \(m\).

The electron term is twice that of part (c), so for one electron and a fixed nucleus

\[
\boxed{\delta c_D=-32d_2=-\frac{8\alpha}{15\pi}=-1.2388\times10^{-3}}
\]

This value holds when the nuclear coupling is the original one and no electron-nucleus contact term is left. The shift \(b_\nu=2\varepsilon J_{N\nu}\) alone would also restore the nuclear coupling, but \(\delta c_D\) would stay at \(-16d_2\), and the contact term \(-2\varepsilon J_e\cdot J_N\) would carry the other half of the effect. Using \(\delta c_D=-32d_2\) together with the modified nuclear coupling of part (c) would count part of vacuum polarization twice. The value of \(c_D\) therefore has a meaning only together with the choice of fields and the other operators retained.

If the bound particle has mass \(M\) and the loop particle mass \(m\), the Darwin term has \(M^2\) in its denominator while \(\varepsilon\) keeps \(m^2\). The shift is then \(-32d_2M^2/m^2\), provided the bound-state momenta remain far below \(m\). For a muon, roughly 200 times heavier than the electron, the momentum \(Z\alpha M\) in hydrogen is already about \(1.5\,m\) (about \(1.36\,m\) with the reduced mass), and the local form for electron loops fails: the full one-loop 1s shift is then only about 0.3 of the contact value.

## (e) The energy of all charge pairs

**Question.** Eliminate the static field before and after the redefinition of part (d). Do the energies agree also when several electrons are present?

**Solution.** For one Fourier component with real amplitudes \(\rho_e,\rho_N\), the original Lagrangian is

\[
\tfrac12q^2(1-4\varepsilon q^2)\phi^2-(\rho_e+\rho_N)\phi .
\]

For a quadratic form \(\tfrac12K\phi^2-\rho\phi\), the stationary point is \(\phi=\rho/K\) and the energy, minus the Lagrangian there, is \(\rho^2/(2K)\). Hence

\[
H_{\text{before}}=\tfrac12(\rho_e+\rho_N)^2\left(\frac1{q^2}+4\varepsilon\right)+O(\varepsilon^2).
\]

After the redefinition, \(K=q^2\), the electron source is \((1+4\varepsilon q^2)\rho_e\), and the contact terms enter the energy with reversed sign:

\[
H_{\text{after}}=\frac{[\rho_N+(1+4\varepsilon q^2)\rho_e]^2}{2q^2}+2\varepsilon(\rho_N^2-\rho_e^2).
\]

The coefficients are, to first order:

- for \(\rho_e\rho_N\): \(1/q^2+4\varepsilon\);
- for \(\rho_N^2\): \(1/(2q^2)+2\varepsilon\);
- for \(\rho_e^2\): \(1/(2q^2)+4\varepsilon-2\varepsilon=1/(2q^2)+2\varepsilon\).

All three agree with \(H_{\text{before}}\). The last line shows what happens in an atom with several electrons. The shifted \(c_D\) acts at both ends of an electron-electron exchange and gives twice the required contact interaction. The term \(J_e^2\) removes the excess and must then be retained.

## (f) The shift of the hydrogen ground state

**Question.** Convert \(\delta c_D\) into an energy for the 1s state, checking the normalization of the Darwin term independently.

**Solution.** The Hamiltonian has the opposite sign to \(\mathcal L_D\), and the nuclear field obeys \(\nabla\cdot\mathbf E=Ze\,\delta^3(\mathbf r)\). With \(e^2=4\pi\alpha\),

\[
H_D=\frac{c_DZe^2}{8m^2}\delta^3(\mathbf r)=c_D\frac{\pi Z\alpha}{2m^2}\delta^3(\mathbf r).
\]

Let \(\gamma=Z\alpha m\). The nonrelativistic 1s density at the origin is \(\gamma^3/\pi\), so

\[
\langle H_D\rangle=\tfrac12c_D(Z\alpha)^4m .
\]

The Dirac energy \(m\sqrt{1-(Z\alpha)^2}\) has the fourth-order term \(-\tfrac18(Z\alpha)^4m\). In the nonrelativistic expansion this must come from \(-p^4/(8m^3)\) and the Darwin term, because spin-orbit coupling vanishes in an s state. The Schrödinger equation gives \(p^2\psi=(2\gamma/r-\gamma^2)\psi\). With \(\langle1/r\rangle=\gamma\) and \(\langle1/r^2\rangle=2\gamma^2\),

\[
\langle p^4\rangle=4\gamma^2(2\gamma^2)-4\gamma^3(\gamma)+\gamma^4=5\gamma^4 .
\]

The sum is \(-\tfrac58+\tfrac12=-\tfrac18\), as required for \(c_D=1\). Inserting the shift,

\[
\delta E_{1s}=-\frac{4\alpha(Z\alpha)^4m}{15\pi}.
\]

For \(Z=1\), the Darwin energy at \(c_D=1\), divided by \(h\), is \(175\,188.5\) MHz. Therefore

\[
\frac{\delta E_{1s}}{h}=(-1.238837\times10^{-3})(175\,188.5\ \text{MHz})=-217.0\ \text{MHz},
\]

or \(-8.976\times10^{-7}\) eV. The level moves down because the attraction is stronger at short distance. The electron share of part (c) alone would give \(-108.5\) MHz; the missing half is then carried by the modified nuclear coupling.

This is the leading, contact term of the vacuum-polarization part of the level shift; part (g) shows that the next order in \(Z\alpha\) reduces its magnitude by about 0.9% of this value, so the last digits belong to the formula, not to the physical shift. Electron self-energy, recoil, nuclear size and higher loops are left out; the reduced-mass factor \((\mu/m)^3\) in the density at the origin alone would change \(-217.0\) to \(-216.7\) MHz.

## (g) How good is the contact form?

**Question.** Use the full \(\Pi(q^2)\) with the same nonrelativistic wavefunction. Find the first correction to the contact result in powers of \(Z\alpha\).

**Solution.** The Fourier transform of the 1s density is

\[
F(q)=\frac{4\gamma^3}{q}\int_0^\infty\!r e^{-2\gamma r}\sin(qr)\,dr=\frac{16\gamma^4}{(q^2+4\gamma^2)^2}.
\]

To first order in \(\Pi\), the extra potential is \(-4\pi Z\alpha\,\Pi(q^2)/q^2\). With \(d^3q=4\pi q^2dq\),

\[
\delta E=-\frac{2Z\alpha}{\pi}K,\qquad K=\int_0^\infty\!dq\,F(q)\Pi(q^2).
\]

First take \(\Pi\approx\alpha q^2/(15\pi m^2)\). Since \(\int_0^\infty q^2dq/(q^2+4\gamma^2)^2=\pi/(8\gamma)\),

\[
K_0=\frac{\alpha}{15\pi m^2}\,16\gamma^4\,\frac{\pi}{8\gamma}=\frac{2\alpha\gamma^3}{15m^2},
\]

which reproduces part (f). This check uses the photon exchange directly, without any redefinition.

The remainder \(\Pi-\alpha q^2/(15\pi m^2)\) starts as \(q^4\), so momenta near \(\gamma\) contribute to \(K\) only at order \(\alpha\gamma^5/m^4\). Its leading part comes from \(q\sim m\), where \(F\approx16\gamma^4/q^4\). With \(a=x(1-x)/m^2\) and \(t=\sqrt a\,q\), the integral needed is

\[
\int_0^\infty\!dq\,\frac{\ln(1+aq^2)-aq^2}{q^4}
=a^{3/2}\!\int_0^\infty\!dt\,\frac{\ln(1+t^2)-t^2}{t^4}.
\]

Integrate by parts. The boundary terms vanish, and the derivative of the numerator is \(-2t^3/(1+t^2)\), so the \(t\) integral is

\[
-\frac23\int_0^\infty\frac{dt}{1+t^2}=-\frac\pi3 .
\]

The remaining \(x\) integral is \(\int_0^1[x(1-x)]^{5/2}dx=\Gamma(7/2)^2/\Gamma(7)=5\pi/1024\). Thus

\[
K_1=16\gamma^4\,\frac{2\alpha}{\pi}\left(-\frac\pi3\right)\frac{5\pi}{1024\,m^3}=-\frac{5\pi\alpha\gamma^4}{96m^3},
\]
\[
\frac{\delta E_{\text{full}}}{\delta E_{\text{contact}}}=1+\frac{K_1}{K_0}+\dots=1-\frac{25\pi}{64}Z\alpha+O\big((Z\alpha)^2\big).
\]

The reduction has a direct reading: \(\Pi\) grows more slowly than \(q^2\), markedly so once \(q\) exceeds \(m\), so the contact interaction overstates the high-momentum part. Numerical integration gives

| \(Z\) | contact (MHz) | full \(\Pi\) (MHz) | ratio | linear formula |
|---|---:|---:|---:|---:|
| 1 | −217.0 | −215.1 | 0.9911 | 0.9910 |
| 5 | −135 644 | −129 794 | 0.9569 | 0.9552 |
| 10 | −2 170 301 | −1 989 791 | 0.9168 | 0.9104 |

For hydrogen the full-loop shift is smaller in magnitude than the contact shift by 0.9% of the latter; at \(Z=10\) the reduction is 8.3% with this nonrelativistic wavefunction. The ratio exceeds the linear formula by about \(0.00007\), \(0.0017\) and \(0.0064\), which grows approximately as \(Z^2\), as expected of the next order.

These ratios test the local approximation within a fixed nonrelativistic wavefunction. Relativistic changes of that wavefunction are omitted, and they are larger than the second-order excess just quoted. With the Dirac 1s density of a point nucleus the linear term \(25\pi/64\) is unchanged, but the next term acquires a logarithm, about \((Z\alpha)^2[\ln(1/Z\alpha)+2.4]\), and the ratios to the same contact values become \(0.9914\), \(0.9625\) and \(0.9354\). The hydrogen entry then moves to \(-215.2\) MHz and the reduction at \(Z=10\) to 6.5%. The table serves the comparison between columns and is not a prediction of the accuracy shown.

## Values computed for the example and the checks

```
alpha (dimensionless)                    0.007297353
loop Q^4 integral, m=1 (exact)           1/(60*pi**2)
d2/alpha (exact)                         1/(60*pi)
d2 (dimensionless)                       3.871366e-05
Pi/alpha at Q=1 m: loop 0.0192353, Feynman form 0.0192353
Pi/alpha at Q=3 m: loop 0.1073173, Feynman form 0.1073173
residual ratio, eps 1e-4/1e-5, dF only   100.012
residual ratio, with current term        99.958
cD shift, dF only (electron share)       -6.194185e-04
cD shift, nuclear share moved as well    -1.238837e-03
Dirac 1s coefficient of (Z alpha)^4 m    -0.125000
<p^4>/gamma^4 in 1s                      5.000000
Darwin coefficient of (Z alpha)^4 m      0.500000
m c^2/h                                  1.235590e+14 MHz
Z=1 1s Darwin energy for cD=1            175188.54 MHz
Z=1 1s contact shift                     -217.030 MHz
Z=1 1s contact shift                     -8.97564e-07 eV
Z=1 1s shift from electron share alone   -108.515 MHz
slope 25 pi/64                           1.22718
slope from integral at Z=0.01            1.22709
Z=1: contact -217.030 MHz, full Pi -215.101 MHz
Z=1: full/contact 0.991113, 1-slope*Z*alpha 0.991045
Z=5: contact -135643.784 MHz, full Pi -129794.178 MHz
Z=5: full/contact 0.956875, 1-slope*Z*alpha 0.955224
Z=10: contact -2170300.540 MHz, full Pi -1989791.223 MHz
Z=10: full/contact 0.916828, 1-slope*Z*alpha 0.910448
```
